# Several projectors per channel do not make a pseudopotential ultrasoft: verification in Python

```python
"""Two projectors in one channel with and without an overlap operator.

Result under test (Hartree units, radial functions u = r * wave function):
  H = T + V_loc + sum D_ij |beta_i><beta_j|,  S = 1 + sum Q_ij |beta_i><beta_j|
  satisfy H phi_i = e_i S phi_i; if all Q_ij = 0 then S = 1, D = B = B^T, and
  the two-projector potential is an ordinary norm-conserving one.
Symbols: psi_i all-electron waves, phi_i pseudo waves, e_i reference energies,
  chi_i = (e_i - T - V_loc) phi_i,  B_ij = <phi_i|chi_j>,
  beta_i = sum_j (B^-1)_ji chi_j,  D_ij = B_ij + e_j Q_ij,
  Q_ij = <psi_i|psi_j> - <phi_i|phi_j>, integrated over 0 < r < R.
Example: hydrogen atom, s channel, references 1s and 2s.
Levels are found by spectral-element diagonalization of the operators.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 1.5
energies = np.array([-0.5, -0.125])

# ---------- spectral elements with Gauss-Lobatto nodes ----------
order = 24
legendre = Legendre.basis(order)
slope_poly = legendre.deriv()
inner_nodes = np.sort(slope_poly.roots().real)
inner_nodes = inner_nodes - slope_poly(inner_nodes) / legendre.deriv(2)(inner_nodes)
nodes = np.concatenate([[-1.0], inner_nodes, [1.0]])
node_weights = 2 / (order * (order + 1) * legendre(nodes) ** 2)
gap = nodes[:, None] - nodes[None, :] + np.eye(order + 1)
derivative = legendre(nodes)[:, None] / legendre(nodes)[None, :] / gap
np.fill_diagonal(derivative, 0.0)
derivative[0, 0] = -order * (order + 1) / 4
derivative[-1, -1] = order * (order + 1) / 4
stiffness = derivative.T @ (node_weights[:, None] * derivative)

edges = [0.0, R, 4.0, 9.0, 18.0, 35.0, 60.0, 90.0]
size = (len(edges) - 1) * order + 1
r = np.zeros(size)
mass = np.zeros(size)
kinetic = np.zeros((size, size))
for k in range(len(edges) - 1):
    h = edges[k + 1] - edges[k]
    part = slice(k * order, (k + 1) * order + 1)
    r[part] = edges[k] + (nodes + 1) * h / 2
    mass[part] += node_weights * h / 2
    kinetic[part, part] += stiffness / h      # (1/2) * (2/h)
r_in = r[:order + 1]
w_in = node_weights * R / 2
x_in = r_in / R

v_coulomb = np.zeros(size)
v_coulomb[1:] = -1 / r[1:]
v_local = v_coulomb.copy()
v_local[:order + 1] = -(15 / 8 - 5 / 4 * x_in**2 + 3 / 8 * x_in**4) / R


def levels(potential, beta=None, coupling=None, overlap=None):
    """Sorted eigenvalues; generalized problem if an overlap matrix is given."""
    ham = kinetic + np.diag(mass * potential)
    scale = 1 / np.sqrt(mass[1:-1])
    if beta is not None:
        proj = np.zeros((2, size))
        proj[:, :order + 1] = beta * w_in
        ham = ham + proj.T @ coupling @ proj
    ham = ham[1:-1, 1:-1] * scale[:, None] * scale[None, :]
    if overlap is None:
        return np.linalg.eigvalsh((ham + ham.T) / 2)
    proj = proj[:, 1:-1] * scale
    s_matrix = np.eye(size - 2) + proj.T @ overlap @ proj
    return np.sort_complex(np.linalg.eigvals(np.linalg.solve(s_matrix, ham)))


def nearest(values, target):
    return values[np.argmin(abs(values - target))]


def log_derivative(energy, potential, beta=None, coupling=None, overlap=None):
    """u'(R)/u(R) of the regular solution, from the inner boundary problem."""
    a = stiffness / R + np.diag(w_in * (potential[:order + 1] - energy))
    if beta is not None:
        proj = beta * w_in
        a = a + proj.T @ (coupling - energy * overlap) @ proj
    rhs = np.zeros(order)
    rhs[-1] = 1.0
    return 2 / np.linalg.solve(a[1:, 1:], rhs)[-1]


def energy_slope(function, energy, h=5e-4):
    return (8 * (function(energy + h) - function(energy - h))
            - function(energy + 2 * h) + function(energy - 2 * h)) / (12 * h)


# ---------- all-electron waves of hydrogen ----------
def waves(s):
    return np.array([2 * s * np.exp(-s),
                     s * (1 - s / 2) * np.exp(-s / 2) / np.sqrt(2)])


def wave_slopes(s):
    return np.array([2 * (1 - s) * np.exp(-s),
                     (1 - 1.5 * s + s**2 / 4) * np.exp(-s / 2) / np.sqrt(2)])


psi = waves(r_in)
norm_ae = (psi * w_in) @ psi.T
u_R, du_R = waves(R), wave_slopes(R)
ddu_R = 2 * (-1 / R - energies) * u_R

# ---------- pseudo waves: odd polynomials in x = r/R ----------
X = Polynomial([0, 1])
match = np.array([[1, 1, 1], [1, 3, 5], [0, 6, 20]], float)
relaxed = []
for i in range(2):
    c = np.linalg.solve(match, [u_R[i], R * du_R[i], R**2 * ddu_R[i]])
    relaxed.append(c[0] * X + c[1] * X**3 + c[2] * X**5)
free = [X * (1 - X**2) ** 3 * X ** (2 * k) for k in range(5)]


def dot(f, g):
    return np.sum(w_in * f(x_in) * g(x_in))


def conserve_norm(wave, target):
    """Add the first free function so that the inner norm equals target."""
    f = free[0]
    a, b, c = dot(f, f), dot(f, wave), dot(wave, wave) - target
    assert b * b > a * c
    return wave + (-b + np.sqrt(b * b - a * c)) / a * f


def constrained_minimum(gram, linear, row, value):
    n = len(row)
    system = np.zeros((n + 1, n + 1))
    system[:n, :n] = gram
    system[:n, n] = system[n, :n] = row
    return np.linalg.solve(system, np.append(-linear, value))[:n]


first = conserve_norm(relaxed[0], norm_ae[0, 0])
second_single = conserve_norm(relaxed[1], norm_ae[1, 1])
# second wave with the right norm AND the right overlap with the first:
# move from the smallest-norm candidate towards the smoothest one
row = np.array([dot(f, first) for f in free])
value = norm_ae[0, 1] - dot(relaxed[1], first)
candidates = []
for d in (0, 2):
    fs = [f.deriv(d) if d else f for f in free]
    base = relaxed[1].deriv(d) if d else relaxed[1]
    gram = np.array([[dot(f, g) for g in fs] for f in fs])
    lin = np.array([dot(f, base) for f in fs])
    coef = constrained_minimum(gram, lin, row, value)
    candidates.append(relaxed[1] + sum(a * f for a, f in zip(coef, free)))
smallest, smoothest = candidates
shift = smoothest - smallest
room = norm_ae[1, 1] - dot(smallest, smallest)
assert room > 0
second_full = smallest + np.sqrt(room / dot(shift, shift)) * shift


def build(pair):
    phi = np.array([p(x_in) for p in pair])
    curvature = np.array([p.deriv(2)(x_in) for p in pair]) / R**2
    chi = energies[:, None] * phi + curvature / 2 - v_local[:order + 1] * phi
    B = (phi * w_in) @ chi.T
    Q = norm_ae - (phi * w_in) @ phi.T
    D = B + Q * energies[None, :]
    beta = np.linalg.inv(B).T @ chi
    gram = (beta * w_in) @ beta.T
    return dict(phi=phi, B=B, Q=Q, D=D, beta=beta,
                v_eig=np.sort(np.linalg.eigvals(D @ gram).real),
                s_eig=np.sort(1 + np.linalg.eigvals(Q @ gram).real))


cases = {"A": build([first, second_full]),
         "B": build([first, second_single]),
         "C": build(relaxed)}

# ---------- tests ----------
ae_levels = levels(v_coulomb)
assert np.allclose(ae_levels[:4], [-0.5 / n**2 for n in (1, 2, 3, 4)], atol=1e-8)
energy_gap = energies[:, None] - energies[None, :]
for name, case in cases.items():
    assert np.allclose(case["B"] - case["B"].T, energy_gap * case["Q"], atol=1e-10)
    assert np.allclose(case["D"], case["D"].T, atol=1e-10)
    case["levels"] = levels(v_local, case["beta"], case["D"], case["Q"])
    for e in energies:
        assert abs(nearest(case["levels"], e) - e) < 1e-7
    overlaps = (case["phi"] * w_in) @ case["beta"].T
    s_elements = ((case["phi"] * w_in) @ case["phi"].T
                  + overlaps @ case["Q"] @ overlaps.T)
    assert np.allclose(s_elements, norm_ae, atol=1e-9)

A, Bc, C = cases["A"], cases["B"], cases["C"]
zero = np.zeros((2, 2))
# all Q vanish: S is the identity, yet two projectors really act
assert np.max(abs(A["Q"])) < 1e-11
assert np.allclose(A["s_eig"], 1, atol=1e-7)
assert np.min(abs(A["v_eig"])) > 1e-3
plain_A = levels(v_local, A["beta"], A["B"])
for e in energies:
    assert abs(nearest(plain_A, e) - e) < 1e-7
# separate norm conservation leaves B non-symmetric
assert np.max(abs(np.diag(Bc["Q"]))) < 1e-11 and abs(Bc["Q"][0, 1]) > 1e-6
symmetrised_B = levels(v_local, Bc["beta"], (Bc["B"] + Bc["B"].T) / 2)
error_B = [nearest(symmetrised_B, e) - e for e in energies]
assert max(abs(np.array(error_B))) > 1e-9
# leaving out S when Q is not zero
no_S_C = levels(v_local, C["beta"], C["D"])
error_C = [nearest(no_S_C, e) - e for e in energies]
assert abs(error_C[0]) > 1e-3


def L_A(e):
    return log_derivative(e, v_local, A["beta"], A["B"], zero)


def L_C(e):
    return log_derivative(e, v_local, C["beta"], C["D"], C["Q"])


def L_ae(e):
    return log_derivative(e, v_coulomb)


slope_formula = -2 * np.diag(norm_ae) / u_R**2
slopes = {}
for label, function in (("all-electron", L_ae), ("A, no S", L_A), ("C, with S", L_C)):
    slopes[label] = [energy_slope(function, e) for e in energies]
    for i, e in enumerate(energies):
        assert abs(function(e) - du_R[i] / u_R[i]) < 1e-7
        assert abs(slopes[label][i] / slope_formula[i] - 1) < 1e-5

# ---------- output ----------


def row_text(values, digits=6):
    return "  ".join(f"{float(np.real(v)):.{digits}f}" for v in values)


print(f"matching radius R = {R} bohr")
print("reference energies 1s, 2s (hartree):", row_text(energies, 4))
print("all-electron inner overlaps 11, 12, 22:",
      row_text([norm_ae[0, 0], norm_ae[0, 1], norm_ae[1, 1]]))
print("A: all Q zero; B: only Q11 = Q22 = 0; C: no norm condition")
for name, case in cases.items():
    q, b, d = case["Q"], case["B"], case["D"]
    q_show = np.where(abs(q) < 1e-11, 0.0, q)
    print(f"{name}: Q11, Q12, Q22 =", row_text([q_show[0, 0], q_show[0, 1], q_show[1, 1]]))
    print(f"{name}: B11, B12, B21, B22 (hartree) =", row_text(b.ravel()))
    print(f"{name}: D11, D12, D22 (hartree) =", row_text([d[0, 0], d[0, 1], d[1, 1]]))
    print(f"{name}: nonlocal-part eigenvalues (hartree) =", row_text(case["v_eig"], 4))
    print(f"{name}: S eigenvalues in projector space =", row_text(case["s_eig"], 4))
print(f"A: largest |Q_ij| = {np.max(abs(A['Q'])):.0e}")
print("lowest four s levels (hartree):")
print("  all-electron          ", row_text(ae_levels[:4]))
print("  A, ordinary problem   ", row_text(plain_A[:4]))
print("  C, generalized with S ", row_text(C["levels"][:4]))
print("  C, S left out         ", row_text(no_S_C[:4]))
print("C, S left out: error of 1s, 2s (hartree):", row_text(error_C))
print(f"C, S left out: error of 1s = {error_C[0] * HARTREE_EV:.3f} eV")
print("B, B symmetrised, no S: error of 1s, 2s (hartree):",
      "  ".join(f"{v:.2e}" for v in error_B))
print("log derivative at R for 1s, 2s (1/bohr):", row_text(du_R / u_R))
print("its energy slope, norm formula (1/(bohr hartree)):", row_text(slope_formula, 5))
for label, pair in slopes.items():
    print(f"  finite difference, {label}:", row_text(pair, 5))
print("log derivative at -0.3 hartree (1/bohr), all-electron, A, C:",
      row_text([L_ae(-0.3), L_A(-0.3), L_C(-0.3)]))
print("checks complete")
```

Running it gives:

```
matching radius R = 1.5 bohr
reference energies 1s, 2s (hartree): -0.5000  -0.1250
all-electron inner overlaps 11, 12, 22: 0.576810  0.167689  0.049954
A: all Q zero; B: only Q11 = Q22 = 0; C: no norm condition
A: Q11, Q12, Q22 = 0.000000  0.000000  0.000000
A: B11, B12, B21, B22 (hartree) = -0.218214  -0.073939  -0.073939  -0.025826
A: D11, D12, D22 (hartree) = -0.218214  -0.073939  -0.025826
A: nonlocal-part eigenvalues (hartree) = -46.6800  -0.8654
A: S eigenvalues in projector space = 1.0000  1.0000
B: Q11, Q12, Q22 = 0.000000  -0.000066  0.000000
B: B11, B12, B21, B22 (hartree) = -0.218214  -0.074029  -0.074054  -0.025297
B: D11, D12, D22 (hartree) = -0.218214  -0.074021  -0.025297
B: nonlocal-part eigenvalues (hartree) = -0.9811  -0.0870
B: S eigenvalues in projector space = 0.9998  1.0419
C: Q11, Q12, Q22 = 0.112069  0.039935  0.014096
C: B11, B12, B21, B22 (hartree) = -0.156265  -0.059191  -0.044215  -0.016653
C: D11, D12, D22 (hartree) = -0.212299  -0.064182  -0.018415
C: nonlocal-part eigenvalues (hartree) = -0.5323  2.1353
C: S eigenvalues in projector space = 0.9429  2.4295
A: largest |Q_ij| = 3e-15
lowest four s levels (hartree):
  all-electron           -0.500000  -0.125000  -0.055556  -0.031250
  A, ordinary problem    -0.500000  -0.125000  -0.055556  -0.031250
  C, generalized with S  -0.500000  -0.125000  -0.055556  -0.031250
  C, S left out          -0.577188  -0.126828  -0.055790  -0.031305
C, S left out: error of 1s, 2s (hartree): -0.077188  -0.001828
C, S left out: error of 1s = -2.100 eV
B, B symmetrised, no S: error of 1s, 2s (hartree): -3.51e-08  -2.55e-09
log derivative at R for 1s, 2s (1/bohr): -0.333333  -1.833333
its energy slope, norm formula (1/(bohr hartree)): -2.57456  -6.36804
  finite difference, all-electron: -2.57456  -6.36804
  finite difference, A, no S: -2.57456  -6.36804
  finite difference, C, with S: -2.57456  -6.36804
log derivative at -0.3 hartree (1/bohr), all-electron, A, C: -0.964506  -0.964499  -0.964502
checks complete
```
